\section*{Complex scaling of the hydrogen Stark resonance in a Sturmian basis}

\section{An eigenvalue that should not move}

Put a hydrogen atom in a static field of $0.1$ atomic units, rotate the electron's radial coordinate into the complex plane by an angle $\theta$, and diagonalize the Hamiltonian in 210 basis functions. At $\theta=0.50$ rad the complex ground-state energy is wrong by $3.6\times10^{-11}$ hartree. At $\theta=0.05$ it is wrong by $2.4\times10^{-3}$, and at $\theta=1.00$ by $1.6\times10^{-3}$. Yet the exact eigenvalue is the same at all three angles. The dependence on $\theta$ must therefore come from the finite basis.

Hartree atomic units are used. The nucleus is infinitely heavy, the motion is nonrelativistic, and the state has zero angular momentum about the field axis ($m=0$). The Hamiltonian is
\begin{equation}
H=T-\frac1r+Fz,\qquad T=-\tfrac12\nabla^2,\qquad F>0 .
\end{equation}
The field pushes the electron towards negative $z$, where the potential falls without limit, so the ground state leaks away. It is described by a solution with an outgoing wave and a complex energy
\begin{equation}
\mathcal E=E-\tfrac{i}{2}\Gamma,\qquad |e^{-i\mathcal E t}|^2=e^{-\Gamma t}.
\end{equation}
Thus $\Gamma=-2\,\mathrm{Im}\,\mathcal E$ is the full width, and $1/\Gamma$ is the lifetime of the exponential decay.

\section{Why a rotation helps, and how far it may go}

Let $\xi=r+z$ and $\eta=r-z$, so that $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$. From $\nabla r=\mathbf r/r$ one finds $|\nabla\xi|^2=2+2z/r=2\xi/r$, $|\nabla\eta|^2=2\eta/r$, $\nabla\xi\cdot\nabla\eta=0$ and $\nabla^2\xi=\nabla^2\eta=2/r$. The chain rule then gives, for $m=0$,
\begin{equation}
\nabla^2=\frac2r\left[\partial_\xi(\xi\,\partial_\xi)+\partial_\eta(\eta\,\partial_\eta)\right].
\end{equation}
Multiply $(H-\mathcal E)\psi=0$ by $-r$ and use $rz=(\xi^2-\eta^2)/4$. With $\psi=u(\xi)v(\eta)$ the equation separates:
\begin{align}
(\xi u')'+\left(\tfrac12\mathcal E\xi-\tfrac14F\xi^2+Z_1\right)u&=0,\label{xi}\\
(\eta v')'+\left(\tfrac12\mathcal E\eta+\tfrac14F\eta^2+Z_2\right)v&=0,\label{eta}
\end{align}
where $Z_1+Z_2=1$, because the Coulomb term has become the constant 1.

At large $\eta$ put $v\sim e^{S}$. The leading terms of \eqref{eta} give $S'^2=-F\eta/4$, hence $S=\pm\frac{i}{3}\sqrt F\,\eta^{3/2}$; the plus sign is the outgoing wave. In the same way the confined solution of \eqref{xi} behaves as $\exp(-\frac13\sqrt F\,\xi^{3/2})$.

Now replace $r$ by $re^{i\theta}$ at fixed direction. Both $\xi$ and $\eta$ acquire the factor $e^{i\theta}$, and the magnitudes become
\begin{equation}
e^{-\frac13\sqrt F\,\eta^{3/2}\sin(3\theta/2)},\qquad
e^{-\frac13\sqrt F\,\xi^{3/2}\cos(3\theta/2)}.\label{decay}
\end{equation}
The first decays for $0<\theta<2\pi/3$, the second for $\theta<\pi/3$. Both decay in the window
\begin{equation}
0<\theta<\pi/3 .
\end{equation}
There the resonance is square integrable, while an incoming wave would grow. The regular solutions $u$ and $v$ are power series that converge everywhere, so the rotated function is the same analytic function read along another ray. It satisfies the rotated equation with the same $\mathcal E$. This is why the exact eigenvalue does not move.

Since $T$ contains two inverse lengths, the rotated Hamiltonian is
\begin{equation}
H(\theta)=e^{-2i\theta}T-e^{-i\theta}\frac1r+e^{i\theta}Fz .\label{scaled}
\end{equation}

\section{One function, by hand}

Write a basis function as $\varphi(r)/r$ times a spherical harmonic, and let $x=2\lambda r$ with a real scale $\lambda$. The simplest choice is an s function, $\varphi_s=xe^{-x/2}$. With $\int_0^\infty x^me^{-x}dx=m!$ and $dr=dx/2\lambda$,
\begin{align}
\langle T\rangle&=\tfrac12\int\left(\frac{d\varphi_s}{dr}\right)^2dr
=\lambda\int\left(1-\tfrac x2\right)^2e^{-x}dx=\frac\lambda2,\\
\left\langle\frac1r\right\rangle&=\int xe^{-x}dx=1,\qquad
\langle1\rangle=\frac1{2\lambda}\int x^2e^{-x}dx=\frac1\lambda .
\end{align}
The field has no element between two s functions. Equation \eqref{scaled} therefore gives
\begin{equation}
\mathcal E=\lambda\left(\tfrac12e^{-2i\theta}\lambda-e^{-i\theta}\right)=\tfrac12\kappa^2-\kappa,
\qquad \kappa=\lambda e^{-i\theta}.
\end{equation}
The angle and the real scale enter through one complex number $\kappa$. Completing the square,
\begin{equation}
\mathcal E+\tfrac12=\tfrac12(\kappa-1)^2 .
\end{equation}

Two lessons follow. First, take $F=0$ and $\lambda=1$. Because $e^{-i\theta}-1=-2i\sin(\theta/2)e^{-i\theta/2}$,
\begin{equation}
\mathcal E+\tfrac12=-2\sin^2(\theta/2)\,e^{-i\theta}.
\end{equation}
The atom is stable, but the computed energy has the imaginary part $2\sin^2(\theta/2)\sin\theta$. An imaginary part alone is not a decay rate; this one is a basis error, and it even has the wrong sign for decay.

Secondly, $d\mathcal E/d\kappa=\kappa-1$ vanishes at $\kappa=1$, where $\mathcal E=-\frac12$. For the free atom this is the exact energy. At $F=0.1$ the one-function result is unchanged and just as flat, although both the shift and the width are missing. A steep slope can reveal a poor choice of $\kappa$, but a flat one does not bound the error.

\section{Two functions: the field enters}

Add the p function $\varphi_p=x^2e^{-x/2}/\sqrt6$. Its kinetic element has a derivative part and a centrifugal part,
\begin{equation}
\langle T\rangle=\frac\lambda6\int\left[\left(2x-\tfrac12x^2\right)^2+2x^2\right]e^{-x}dx
=\lambda\left(\tfrac13+\tfrac23\right)=\lambda .
\end{equation}
Also $\langle1/r\rangle=3!/6=1$ and $\langle1\rangle=4!/(12\lambda)=2/\lambda$. The s and p functions have no overlap, by their angular parts. The angular element of $z/r$ between them is $1/\sqrt3$, so
\begin{equation}
\langle s|z|p\rangle=\frac1{\sqrt3}\,\frac1{4\lambda^2}\,\frac{4!}{\sqrt6}=\frac{\sqrt2}{\lambda^2}.
\end{equation}
Multiply the rotated matrix equation by $e^{i\theta}$. Every $\lambda$ is then replaced by $\kappa$ and no other phase remains. The determinant condition, multiplied by $\kappa^2$, is
\begin{equation}
\left(\tfrac12\kappa^2-\kappa-\mathcal E\right)\left(\kappa^2-\kappa-2\mathcal E\right)=\frac{2F^2}{\kappa^2}.
\end{equation}
At $\kappa=1$ it reduces to $\mathcal E^2+\frac12\mathcal E-F^2=0$. The lower root is
\begin{equation}
\mathcal E=-\tfrac14-\tfrac14\sqrt{1+16F^2}\simeq-\tfrac12-2F^2 .
\end{equation}
At $F=0.02$ this weak-field shift is $-0.0008$; a larger basis, described below, gives $-0.00090922$. The polarization is roughly right, but there is no width. At real $\kappa$ this holds in a basis of any size: the matrices are real and symmetric and the overlap is positive definite, so all eigenvalues are real. To obtain the width directly, as the imaginary part of an eigenvalue, a complex $\kappa$ is needed, with enough functions to represent the rotated outgoing wave.

\section{The general Sturmian basis}

For angular momentum $l$ and $k=0,1,2,\dots$ define
\begin{equation}
\varphi_{kl}=N_{kl}\,x^{l+1}e^{-x/2}L_k^{(2l+1)}(x),\qquad
N_{kl}^2=\frac{k!}{(k+2l+1)!},
\end{equation}
and $n=k+l+1$. The functions above are $\varphi_{00}$ and $\varphi_{01}$. Laguerre orthogonality gives $\int\varphi_{kl}\varphi_{k'l}\,dx/x=\delta_{kk'}$, so the matrix of $1/r$ is the unit matrix.

\textbf{Kinetic energy.} Write $\varphi=gL$ with $g\propto x^{l+1}e^{-x/2}$. Then $g'/g=(l+1)/x-\frac12$ and
\begin{equation}
\frac{g''}{g}=\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14 .
\end{equation}
The Laguerre equation, $L''+[(2l+2)/x-1]L'=-kL/x$, removes the derivatives of $L$ from $\varphi''=gL''+2g'L'+g''L$:
\begin{equation}
\left[-\frac{d^2}{dx^2}+\frac{l(l+1)}{x^2}\right]\varphi_{kl}=\left(\frac nx-\frac14\right)\varphi_{kl}.
\end{equation}
The radial kinetic operator is $2\lambda^2$ times the bracket, and $dr=dx/2\lambda$. With $X=\int\varphi\varphi'\,dx$, where the prime now labels a second basis function, the kinetic and overlap matrices are
\begin{equation}
T=\lambda\left(n-\tfrac14X\right),\qquad B=\frac{X}{2\lambda},
\end{equation}
where $n$ stands for the diagonal matrix of shell numbers.

\textbf{Overlap.} The recurrence
\begin{equation}
xL_k^{(\alpha)}=(2k+\alpha+1)L_k^{(\alpha)}-(k+\alpha)L_{k-1}^{(\alpha)}-(k+1)L_{k+1}^{(\alpha)}
\end{equation}
with $\alpha=2l+1$, together with $N_{kl}/N_{k+1,l}=\sqrt{(k+2l+2)/(k+1)}$, gives
\begin{equation}
X_{kk}=2n,\qquad X_{k,k+1}=X_{k+1,k}=-\sqrt{(k+1)(k+2l+2)} .
\end{equation}
Other elements vanish, as do those between different $l$. Call the block of given $l$ $X_l$.

\textbf{Field.} The generating function of $L_k^{(\alpha)}$ is $(1-t)^{-\alpha-1}e^{-xt/(1-t)}$. It equals $(1-t)^2$ times that for $\alpha+2$, so
\begin{equation}
L_k^{(\alpha)}=L_k^{(\alpha+2)}-2L_{k-1}^{(\alpha+2)}+L_{k-2}^{(\alpha+2)} .
\end{equation}
Since $\varphi_{j,l+1}$ has one more power of $x$ in front, this reads $x\varphi_{kl}=\sum_jD_{kj}\varphi_{j,l+1}$. The ratios of normalization constants give
\begin{align}
D_{kk}&=\sqrt{(k+2l+2)(k+2l+3)},\nonumber\\
D_{k,k-1}&=-2\sqrt{k(k+2l+2)},\qquad D_{k,k-2}=\sqrt{k(k-1)} .
\end{align}
Hence $\int\varphi_{kl}\,x\,\varphi_{k',l+1}dx=(DX_{l+1})_{kk'}$. The Legendre recurrence supplies the angular factor, and the elements of $z$ between $l$ and $l+1$ are
\begin{equation}
z_{kl;k',l+1}=\frac{1}{4\lambda^2}\,\frac{l+1}{\sqrt{(2l+1)(2l+3)}}\,(DX_{l+1})_{kk'} .
\end{equation}
For $k=k'=l=0$ this is $\frac{1}{4\lambda^2}\frac1{\sqrt3}\sqrt6\cdot4=\sqrt2/\lambda^2$, the value found by hand. When the basis is cut at $n\le N$, the product needs $X_{l+1}$ with one more function than is kept; the surplus column is dropped after multiplication.

\section{The algorithm}

Write $G=4\lambda^2z$ for the dimensionless field matrix. Multiplication by $e^{i\theta}$ turns the eigenvalue equation into
\begin{equation}
\left[\kappa\left(n-\tfrac14X\right)-1+\frac{F}{4\kappa^2}G\right]c=\mathcal E\,\frac{X}{2\kappa}\,c,\qquad\kappa=\lambda e^{-i\theta}.\label{general}
\end{equation}
The calculation runs as follows.
\begin{enumerate}
\item Choose $N$, $\lambda$ and an angle inside the window. Keeping all $n\le N$ gives $N(N+1)/2$ functions.
\item Start at $F=0$ with the root nearest $-\frac12$. Raise $F$ in small steps, each time taking the eigenvalue nearest the previous one.
\item At the final field, repeat for several angles and several $N$, taking the eigenvalue nearest the root already found.
\end{enumerate}
The second step identifies the state among the many complex eigenvalues. If another root comes as close as the distance moved in one step, smaller steps are needed.

With $N=12$, $\lambda=1$ and $\theta=0.5$ the path is
\begin{center}
\begin{tabular}{ccc}
$F$ & $E$ & $\Gamma$\\
0.02 & $-0.50090922$ & $0.00000000$\\
0.04 & $-0.50377159$ & $0.00000389$\\
0.06 & $-0.50920344$ & $0.00051508$\\
0.08 & $-0.51756061$ & $0.00453971$\\
0.10 & $-0.52741824$ & $0.01453812$
\end{tabular}
\end{center}
with all entries in atomic units. Not all the last digits are converged: at $F=0.10$ the basis error for $N=12$ is $6.7\times10^{-8}$ hartree, as shown below. The zero at $F=0.02$ means a width below the digits shown, not a stable atom. A width smaller than the basis error cannot be resolved.

\section{What the angle derivative measures}

The rotated matrices are complex and symmetric. For such matrices the natural product is $c^{T}Bc$, without complex conjugation. Let $H$ now denote the matrix of $H(\theta)$, and differentiate $c^T(H-\mathcal EB)c=0$. By symmetry the terms with $\partial_\theta c$ combine into $2(\partial_\theta c)^T(H-\mathcal EB)c$, which vanishes. If $c^TBc\ne0$,
\begin{equation}
\frac{\partial\mathcal E}{\partial\theta}=\frac{c^T(\partial_\theta H)c}{c^TBc}
=-i\left(2\langle T\rangle+\langle V_C\rangle-\langle V_F\rangle\right).\label{virial}
\end{equation}
Here $\langle T\rangle$, $\langle V_C\rangle$ and $\langle V_F\rangle$ are the three terms of \eqref{scaled}, with their phases, averaged in this product. The factors $-2i$, $-i$ and $+i$ come from differentiating the phases. A stationary angle is thus one at which the complex virial theorem holds. Because the derivative is complex, a real angle at fixed $\lambda$ can in general make it small but not exactly zero.

Equation \eqref{general} contains $\theta$ and $\lambda$ only in $\ln\kappa=\ln\lambda-i\theta$. Therefore
\begin{equation}
\frac{\partial\mathcal E}{\partial\ln\lambda}=\frac{d\mathcal E}{d\ln\kappa}=i\,\frac{\partial\mathcal E}{\partial\theta}.
\end{equation}
A stationary angle is also a stationary real scale, so the slope in $\lambda$ is not an independent check of the slope in $\theta$. For $N=5$, $\lambda=1$ and $\theta=0.3$, equation \eqref{virial} gives $\partial_\theta\mathcal E=(-6.0916-0.7928\,i)\times10^{-3}$ hartree per radian. Central differences in $\ln\lambda$ give $(0.7928-6.0916\,i)\times10^{-3}$ hartree, which is $i$ times the former.

\section{A reference without a basis}

To know the error, and not just the slope, one needs an independent value of $\mathcal E$. Insert $u=\sum_ka_k\xi^k$ with $a_0=1$ into \eqref{xi}. Because $(\xi u')'=\sum_k(k+1)^2a_{k+1}\xi^k$,
\begin{equation}
(k+1)^2a_{k+1}=-Z_1a_k-\tfrac12\mathcal Ea_{k-1}+\tfrac14Fa_{k-2},
\end{equation}
where coefficients with negative index are zero. For $v$ replace $Z_1$ by $Z_2=1-Z_1$ and $F$ by $-F$.

The two unknowns $\mathcal E$ and $Z_1$ follow from $u(R)=0$ and $v(Re^{i\pi/3})=0$ at large $R$. On the second ray the outgoing exponent is $\frac i3\sqrt F\,R^{3/2}e^{i\pi/2}=-\frac13\sqrt F\,R^{3/2}$, so the outgoing solution decays and the incoming one grows. Setting the sum to zero removes the growing part up to an exponentially small remainder. Newton iteration in 50-digit arithmetic, followed from weaker fields, gives at $F=0.1$
\begin{equation}
E=-0.5274181751,\qquad \Gamma=0.0145381135\ \text{hartree}.
\end{equation}
Moving $R$ from 40 to 50 bohr changes $\mathcal E$ by $6.4\times10^{-21}$ hartree. Below, ``error'' means the modulus of the difference from this reference.

\section{Convergence and stability}

At $\lambda=1$ and $\theta=0.5$ the Sturmian results are
\begin{center}
\begin{tabular}{cccc}
$N$ & $E$ (hartree) & $\Gamma$ (hartree) & error (hartree)\\
4 & $-0.5282233$ & $0.0166575$ & $1.3\times10^{-3}$\\
8 & $-0.5274167$ & $0.0145250$ & $6.7\times10^{-6}$\\
12 & $-0.5274182$ & $0.0145381$ & $6.7\times10^{-8}$\\
16 & $-0.5274182$ & $0.0145381$ & $1.2\times10^{-9}$\\
24 & $-0.5274182$ & $0.0145381$ & $1.1\times10^{-12}$
\end{tabular}
\end{center}
The value of $E$ for $N=4$ lies below the reference. The real part is not an upper bound, because the rotated problem is not a minimization over real energies.

The angle scan at $\lambda=1$ gives these errors and, for $N=20$, slopes:
\begin{center}
\begin{tabular}{cccc}
$\theta$ & error, $N=10$ & error, $N=20$ & $|\partial_\theta\mathcal E|$, $N=20$\\
0.10 & $1.7\times10^{-3}$ & $3.4\times10^{-4}$ & $1.3\times10^{-2}$\\
0.30 & $2.4\times10^{-5}$ & $1.1\times10^{-7}$ & $4.5\times10^{-6}$\\
0.50 & $1.9\times10^{-7}$ & $3.6\times10^{-11}$ & $1.0\times10^{-9}$\\
0.70 & $4.2\times10^{-5}$ & $1.8\times10^{-8}$ & $6.9\times10^{-7}$\\
0.90 & $3.3\times10^{-3}$ & $3.6\times10^{-5}$ & $1.4\times10^{-3}$
\end{tabular}
\end{center}
Angles are in radians, errors in hartree and slopes in hartree per radian. On a grid of 20 angles from 0.05 to 1.00, no angle gives an error below $10^{-7}$ hartree for $N=10$. For $N=20$ the eight angles from 0.35 to 0.70 do. The plateau belongs to a chosen tolerance and widens with the basis.

The decay laws \eqref{decay} suggest why accuracy is lost at both ends. Near $\theta=0$ the outgoing factor hardly decays; near $\pi/3$ the confined factor hardly decays. Their coefficients are equal when $\sin(3\theta/2)=\cos(3\theta/2)$, that is, at $\theta=\pi/6\simeq0.52$. The most accurate scanned angle for $N=10$ is 0.50. That this balance fixes the best angle is a conjecture, since $\lambda$ and the inner part of the wave function matter too.

For $N=10$ the flattest scanned angle is also 0.50, so here the slope would have selected the best grid point without a reference. The one-function example shows why this needs support from convergence in $N$. The scale matters as well: for $N=20$ and $\theta=0.5$ the error is $9.1\times10^{-10}$ at $\lambda=0.7$ and $7.6\times10^{-12}$ at $\lambda=1.5$, so $\lambda=1$ is not the best choice at this basis size and angle; the best scale depends on $N$.

\section{What the resonance means}

For the model Hamiltonian, whose infinitely heavy nucleus makes the last digits a property of the model rather than of real hydrogen,
\begin{align}
E&=-0.52742\ \text{hartree}=-14.352\ \text{eV},\\
\Gamma&=0.01454\ \text{hartree}=0.3956\ \text{eV}.
\end{align}
The lifetime is $1/\Gamma=68.78$ atomic units, or $1.664$ fs.

On the negative $z$ axis, at distance $s$, the potential is $-1/s-Fs$. Its maximum is at $s=1/\sqrt F$ and equals $-2\sqrt F=-0.63246$ hartree. The resonance lies above this saddle, which might suggest escape without tunnelling. The separated motion shows otherwise. With $v=\chi/\sqrt\eta$, equation \eqref{eta} becomes
\begin{equation}
-\chi''+\left(-\frac{Z_2}{\eta}-\frac1{4\eta^2}-\frac{F\eta}4\right)\chi=\frac{\mathcal E}{2}\chi .
\end{equation}
The reference calculation gives $Z_2=0.446085-0.003089\,i$. With its real part, the barrier top outside the core is $-0.22373$ hartree, above $E/2=-0.26371$ hartree. A barrier therefore remains in the escape coordinate. On the negative axis $\eta=2s$, and twice the bracket is $-Z_2/s-1/(8s^2)-Fs$, to be compared with $E$. The escape motion feels only the share $Z_2$ of the nuclear charge, the share $Z_1$ belonging to the $\xi$ equation, and this raises the barrier top to $2\times(-0.22373)$ hartree, above the saddle value $-2\sqrt F$. Since $Z_2$ is complex, this picture is qualitative; the width itself comes from the full complex eigenvalue.
